# A degenerate level need not be an irreducible representation

A calculation on a symmetric system returns three equal energies, and a weak perturbation with the same symmetry is to be added. Is it enough to work out the energy shift of one of the three states and assign it to all of them, or must a matrix be diagonalized within the level? One shift is enough if the three states form one irreducible representation (irrep) of the symmetry group. Equality of their energies does not establish that. The particle in a square box supplies a level for which the shortcut fails.

## The level

A spinless particle moves in a square box of side $L$ with hard walls. In Hartree atomic units its mass and $\hbar$ are 1. Let $u$ and $v$ be coordinates measured from the centre, parallel to the sides. The normalized states are

$$\psi_{pq}(u,v)=f_p(u)f_q(v),\qquad f_p(u)=\sqrt{\tfrac{2}{L}}\,\sin\!\left[p\pi\left(\tfrac{u}{L}+\tfrac12\right)\right],$$

with $p,q=1,2,3,\dots$ and energies

$$E_{pq}=e_p+e_q=\frac{\pi^2}{2L^2}(p^2+q^2),\qquad e_p=\frac{\pi^2p^2}{2L^2}.$$

Since $1+49=49+1=25+25=50$, the states $\psi_{17}$, $\psi_{71}$ and $\psi_{55}$ have the same energy. No other pair of positive squares adds up to 50, so the level is threefold. For $L=10$ bohr it lies at $2.4674$ hartree, or $67.14$ eV.

The symmetry group of the square is $C_{4v}$. It has eight operations: the identity $E$, two quarter turns $C_4$, the half turn $C_2$, two mirrors $\sigma_v$ parallel to the sides and two diagonal mirrors $\sigma_d$. The squared dimensions of the irreps of a finite group add up to the number of its operations. An irrep of dimension 3 would contribute $9>8$, so $C_{4v}$ has none. The level is therefore reducible, and what remains is to find its parts.

## How the group acts

An operation $g$ moves a function according to $(g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$. Under reflection, $\sin(p\pi-x)=-(-1)^p\sin x$ gives

$$f_p(-u)=(-1)^{p+1}f_p(u).$$

All the indices 1, 5 and 7 are odd, so the three functions are even in $u$ and in $v$. The operations $E$, $C_2$ and $\sigma_v$ change at most the signs of $u$ and $v$, and so they leave each function as it is. The operations $C_4$ and $\sigma_d$ also exchange $u$ and $v$. They turn $\psi_{pq}$ into $\psi_{qp}$: they exchange $\psi_{17}$ with $\psi_{71}$ and leave $\psi_{55}$ alone.

Neither $\psi_{17}$ nor $\psi_{71}$ spans an invariant subspace by itself. Their normalized sum and difference do:

$$\phi_\pm=\frac{\psi_{17}\pm\psi_{71}}{\sqrt2}.$$

The functions $\phi_+$ and $\psi_{55}$ are unchanged by all eight operations, while $\phi_-$ changes sign under $C_4$ and $\sigma_d$. The character table gives the names. With these axes $B_1$ behaves as $u^2-v^2$ and $B_2$ as $uv$.

| | $E$ | $2C_4$ | $C_2$ | $2\sigma_v$ | $2\sigma_d$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $B_1$ | 1 | −1 | 1 | 1 | −1 |
| $B_2$ | 1 | −1 | 1 | −1 | 1 |
| $E$ | 2 | 0 | −2 | 0 | 0 |
| level 50 | 3 | 1 | 3 | 3 | 1 |

The last row holds the traces of the $3\times3$ matrices found above: 3 where nothing moves, and 1 where two functions are exchanged. By the orthogonality of characters,

$$n(A_1)=\tfrac18(3+2\cdot1+3+2\cdot3+2\cdot1)=2,$$
$$n(B_1)=\tfrac18(3-2\cdot1+3+2\cdot3-2\cdot1)=1.$$

These already account for all three dimensions, so the level is $2A_1\oplus B_1$. It consists of three one-dimensional pieces of two types. The $B_1$ piece is fixed as the line along $\phi_-$. The $A_1$ part is a plane, and symmetry does not single out $\phi_+$ and $\psi_{55}$ in it: any two orthogonal combinations of them serve equally well.

## A symmetric potential that splits the level

Place a square pillar of potential at the centre, with sides parallel to the walls:

$$V(u,v)=\begin{cases}V_0,&|u|<a/2\ \text{and}\ |v|<a/2,\\0,&\text{otherwise.}\end{cases}$$

All eight operations leave it unchanged. If the level were protected by $C_{4v}$, the pillar could shift it but not split it.

Because the pillar is a product of two windows, its matrix elements factorize:

$$\langle\psi_{pq}|V|\psi_{p'q'}\rangle=V_0\,s_{pp'}s_{qq'},\qquad s_{pq}=\int_{-a/2}^{a/2}f_p(u)f_q(u)\,du.$$

The identity $2\sin x\sin y=\cos(x-y)-\cos(x+y)$ gives $s_{pq}=c_{p-q}-c_{p+q}$ with

$$c_m=\frac1L\int_{-a/2}^{a/2}\cos\!\left(\frac{m\pi u}{L}+\frac{m\pi}{2}\right)du=\frac{2}{m\pi}\cos\frac{m\pi}{2}\,\sin\frac{m\pi a}{2L},\qquad c_0=\frac aL.$$

Here the cosine of the sum was expanded, and its part odd in $u$ integrates to zero.

To first order in $V_0$, the shifts are the eigenvalues of $V$ within the level. From the factorized elements,

$$\langle\psi_{17}|V|\psi_{17}\rangle=\langle\psi_{71}|V|\psi_{71}\rangle=V_0s_{11}s_{77},\qquad\langle\psi_{17}|V|\psi_{71}\rangle=V_0s_{17}^2,$$
$$\langle\psi_{17}|V|\psi_{55}\rangle=\langle\psi_{71}|V|\psi_{55}\rangle=V_0s_{15}s_{57},\qquad\langle\psi_{55}|V|\psi_{55}\rangle=V_0s_{55}^2.$$

In the difference $\phi_-$ the two equal couplings to $\psi_{55}$ cancel, and so does the coupling to $\phi_+$. In the sum $\phi_+$ the couplings to $\psi_{55}$ add, giving $2/\sqrt2=\sqrt2$. The matrix therefore separates into a single $B_1$ element and an $A_1$ block in the basis $(\phi_+,\psi_{55})$:

$$\Delta_{B_1}=V_0(s_{11}s_{77}-s_{17}^2),\qquad V_{A_1}=V_0\begin{pmatrix}\alpha&\beta\\\beta&\gamma\end{pmatrix},$$
$$\alpha=s_{11}s_{77}+s_{17}^2,\qquad\beta=\sqrt2\,s_{15}s_{57},\qquad\gamma=s_{55}^2.$$

The eigenvalues of the block are

$$\Delta_{A_1}^{\pm}=V_0\left[\frac{\alpha+\gamma}{2}\pm R\right],\qquad R=\sqrt{\delta^2+\beta^2},\qquad\delta=\frac{\alpha-\gamma}{2}.$$

### Numbers

Take round model parameters: $L=10$ bohr, $a=2$ bohr and $V_0=10$ mHa, where 1 mHa is $10^{-3}$ hartree. The window integrals are

$$s_{11}=0.38710,\quad s_{77}=0.15675,\quad s_{17}=-0.14768,$$
$$s_{15}=0.25228,\quad s_{57}=-0.15591,\quad s_{55}=0.20000.$$

They give $s_{11}s_{77}=0.06068$ and $s_{17}^2=0.02181$. Hence

$$\alpha=0.08249,\qquad\gamma=0.04000,\qquad\beta=-0.05563,\qquad\Delta_{B_1}/V_0=0.03887.$$

For the $A_1$ block, using the unrounded integrals, the mean is $0.06124$, $\delta=0.02124$ and $R=0.05954$, so the eigenvalues divided by $V_0$ are $0.0017$ and $0.1208$. The table compares these first-order shifts with a diagonalization of the whole Hamiltonian in a basis of 576 box states.

| State | First order (mHa) | Full (mHa) |
|---|---|---|
| lower $A_1$ | 0.017 | 0.017 |
| $B_1$ | 0.389 | 0.388 |
| upper $A_1$ | 1.208 | 1.209 |

One level has become three, with a total spread of $1.192$ mHa, or $32.4$ meV, and the symmetry has not been lowered. A single diagonal element would have misled: $\psi_{55}$ alone suggests a shift of $0.04V_0=0.4$ mHa, which is not the shift of either $A_1$ level.

First order works well here because the pillar is weak. Being even in $u$ and $v$, it couples the level only to other states with both indices odd. The nearest of these has $p^2+q^2=58$, which is $8\pi^2/(2L^2)\approx0.39$ hartree away, about 40 times $V_0$.

### What the shifts mean

Since $V/V_0$ is 1 on the pillar and 0 elsewhere, each first-order shift divided by $V_0$ is the probability of finding the particle on the pillar. The two $A_1$ functions can interfere. One combination nearly empties the pillar, with probability $0.0017$, and the other concentrates there, with probability $0.1208$. The $B_1$ function cannot join in, because it has the opposite sign under the diagonal exchange.

The composition of the lower $A_1$ state follows from the first row of its eigenvalue equation. If its components along $\phi_+$ and $\psi_{55}$ are $x$ and $y$, then $(\delta+R)x+\beta y=0$. With $\beta^2=R^2-\delta^2=(R-\delta)(R+\delta)$, the weight of $\psi_{55}$ is

$$\frac{y^2}{x^2+y^2}=\frac{(R+\delta)^2}{(R+\delta)^2+\beta^2}=\frac{R+\delta}{2R}=\frac12\left(1+\frac{\delta}{R}\right)=0.678.$$

The full calculation also gives $0.678$, and $0.322$ for the upper state. These weights belong to this pillar, not to the group.

Two limits show what depends on the potential. If the pillar fills the box, $a=L$, then $V$ is constant and $s_{pq}=\delta_{pq}$ (the Kronecker symbol), so all three states shift by $V_0$. Symmetry permits a splitting but does not compel one. If the pillar is very narrow, $s_{pq}\approx a f_p(0)f_q(0)$. Then $\Delta_{B_1}$ vanishes at order $a^2$, and so does the determinant $\alpha\gamma-\beta^2$ at order $a^4$. At leading order only the upper $A_1$ state moves, since only one combination is nonzero at the centre.

## Pairs can be reducible too

The argument extends to any pair $\psi_{pq},\psi_{qp}$ with $p\neq q$.

- **Both indices odd.** The functions are even in $u$ and $v$, as above, and the pair is $A_1\oplus B_1$.
- **Both indices even.** The functions are odd in $u$ and in $v$, so $\sigma_v$ gives $-1$. The sum is even under $\sigma_d$ and the difference is odd. The table then gives $B_2$ for the sum and $A_2$ for the difference.
- **One odd, one even.** The mirror $u\to-u$ gives the two functions opposite signs, so an invariant line would have to lie along one of them. The diagonal mirror exchanges them. No invariant line exists, and the pair is the two-dimensional irrep $E$.

The pair $(1,3),(3,1)$ is thus already a counter-example. Its two diagonal elements are equal and its off-diagonal element is $V_0s_{13}^2$, so the pillar splits it by

$$2V_0s_{13}^2=2\times10\ \text{mHa}\times(-0.33846)^2=2.291\ \text{mHa}$$

at first order, against $2.287$ mHa in the full calculation. The pair $(1,2),(2,1)$ is of type $E$, and the same pillar leaves it unsplit to the printed precision of $10^{-6}$ mHa. The fourfold level 65, with states $(1,8),(8,1),(4,7),(7,4)$, is $2E$: a symmetric potential can split it into two pairs, but no further.

## Where the extra degeneracy comes from

The empty box has a conserved quantity that the geometric group does not contain. Its Hamiltonian is $H=H_x+H_y$, one kinetic energy for each direction, and $T=H_x-H_y$ commutes with it. Since $T\psi_{pq}=(e_p-e_q)\psi_{pq}$,

$$T\phi_+=\frac{(e_1-e_7)\psi_{17}+(e_7-e_1)\psi_{71}}{\sqrt2}=(e_1-e_7)\phi_-,$$

with $e_1-e_7=-48\pi^2/(2L^2)=-2.3687$ hartree. The operator $T$ connects an $A_1$ state to a $B_1$ state of the same energy, which $C_{4v}$ cannot do. If $T$ is counted among the symmetries, $\phi_+$ and $\phi_-$ belong together. But $T\psi_{55}=0$, so $\psi_{55}$ still stands apart.

A potential of the form $F(u)+F(v)$, with $F$ even, tests this reading. It has the full symmetry of the square and keeps the motions separable. The one-dimensional energies change from $e_p$ to new values $e'_p$, but the pair keeps the common energy $e'_1+e'_7$, whereas the third state has $2e'_5$. Let $F$ equal $V_0$ for $|u|<a/2$ and zero elsewhere, which makes a cross-shaped ridge. The pair then lies above the third state by

$$V_0(s_{11}+s_{77}-2s_{55})=10\ \text{mHa}\times0.14385=1.439\ \text{mHa}$$

at first order. The full calculation gives $1.385$ mHa, about 4% less than the first-order value, and finds the pair unsplit. The pillar is not separable in this sense, which is why it can split the pair as well.

The degeneracy of $\psi_{17}$ with $\psi_{71}$ therefore comes from separability together with the exchange of the axes. That of $\psi_{55}$ with the pair rests on the arithmetic fact $1+49=2\cdot25$. One could declare all unitary operations within the eigenspace to be symmetries, and the level would then be irreducible. That can be done for any level of any Hamiltonian, so it restates the degeneracy without explaining it.

## The general statement and its proof

Let $G$ be a finite group of unitary operators that commute with $H$, and let $W$ be a finite-dimensional eigenspace of $H$ with energy $E$. If $\psi$ is in $W$, then $Hg\psi=gH\psi=Eg\psi$, so $g\psi$ is in $W$ too, and $W$ carries a representation of $G$. The correct statement has two halves.

1. If $W$ is irreducible, no Hermitian perturbation that commutes with $G$ splits it at first order.
2. If $W$ is reducible, some Hermitian perturbation that commutes with $G$ does split it.

**Proof of 1.** Let $P$ project onto $W$, and let $A$ be the perturbation. Because the operators $g$ are unitary and map $W$ to itself, they also map its orthogonal complement to itself, so $P$ commutes with every $g$. Hence $B=PAP$, taken on $W$, is Hermitian and commutes with $G$. It has some eigenvalue $b$. If $B\chi=b\chi$, then $Bg\chi=gB\chi=bg\chi$, so the eigenspace of $b$ is invariant under $G$. It is not zero, and $W$ has no smaller invariant subspace, so it is all of $W$. Every state of $W$ has the same first-order shift $b$.

**Beyond first order.** Let $E$ be separated from the rest of the spectrum and $A$ be bounded. For small $\lambda$, the projector $P(\lambda)$ onto the levels of $H+\lambda A$ that grow out of $E$ is continuous in $\lambda$ and commutes with $G$. The characters $\operatorname{Tr}[P(\lambda)g]$ are then continuous, and so are the multiplicities computed from them. Multiplicities are integers, so they cannot change. The perturbed space is still irreducible, and the argument above, applied to $H+\lambda A$ on that space, gives a single energy.

**Proof of 2.** Let $U$ be an invariant subspace of $W$, neither zero nor all of $W$, and let $Q$ project onto it. As before, $Q$ commutes with $G$. The Hamiltonian $H+\lambda Q$ has the full symmetry, yet it has energy $E+\lambda$ on $U$ and $E$ on the rest of $W$. The level is split.

The operator $Q$ need not be an ordinary potential. The second half therefore does not promise that every local potential, or every potential of a restricted form, will split a reducible level; the separable ridge leaves the $A_1\oplus B_1$ pair intact. For level 50 the pillar shows that a local potential suffices.

## Deciding in practice

Compute the trace $\chi(g)$ of each operation over the whole degenerate space. The trace does not depend on which mixtures of the degenerate states the eigensolver has returned. If irrep $i$ occurs $n_i$ times, the orthogonality of characters gives

$$\frac{1}{|G|}\sum_g|\chi(g)|^2=\sum_i n_i^2,$$

where $|G|$ is the number of operations. The result is 1 if and only if the space is irreducible. For level 50 it is

$$\tfrac18(3^2+2\cdot1^2+3^2+2\cdot3^2+2\cdot1^2)=5=2^2+1^2.$$

The same number counts the real parameters that symmetry leaves free in a Hermitian perturbation of this level: four in a $2\times2$ Hermitian block on the $A_1$ plane and one on $B_1$. When the sum is 1, one diagonal element gives the first-order shift of the whole level. When it is larger, the group alone does not guarantee a common shift, and in general the perturbation must be diagonalized within the level, with one block for each type of irrep. A further property of the perturbation can still make the shifts equal. For example, if the level consists of $\psi$ and $\psi^*$ belonging to two different, complex-conjugate one-dimensional irreps, the sum is 2. A real symmetric potential nevertheless has the same diagonal element in $\psi$ and $\psi^*$ and none between them, so it does not split the level. The characters of $C_{4v}$ are all real, so this case does not arise for the square. The numerical check checks the reduction, the parity rule and the splittings numerically.

## Table of computed values

```
box side L = 10.0 bohr
pillar side a = 2.0 bohr
pillar height V0 = 10.0 mHa
lowest p^2+q^2 with more than two states = 50
its energy = 2.467401 hartree = 67.1414 eV
largest irrep dimension of C4v = 2
character of the triple level, E: 3
character of the triple level, C4: 1
character of the triple level, C2: 3
character of the triple level, sigma_v: 3
character of the triple level, sigma_d: 1
mean squared character = 5.000
content of level 50: 2 A1 + 1 B1
content of level 65: 2 E
commutant dimension, C4v alone = 5
commutant dimension, C4v and T = 2
<phi-|T|phi+> = -2.368705 hartree
window integral s_11 = 0.38710
window integral s_55 = 0.20000
window integral s_77 = 0.15675
window integral s_15 = 0.25228
window integral s_17 = -0.14768
window integral s_57 = -0.15591
window integral s_13 = -0.33846
A1 block / V0, phi+ diagonal = 0.08249
A1 block / V0, (5,5) diagonal = 0.04000
A1 block / V0, off-diagonal = -0.05563
B1 element / V0 = 0.03887
pillar shift lower A1: first order 0.017 mHa, full 0.017 mHa
pillar shift B1: first order 0.389 mHa, full 0.388 mHa
pillar shift upper A1: first order 1.208 mHa, full 1.209 mHa
total spread, full = 1.192 mHa = 32.44 meV
(5,5) weight in lower A1: first order 0.678, full 0.678
(5,5) weight in upper A1, full = 0.322
pillar splitting of (1,3),(3,1): first order 2.291 mHa, full 2.287 mHa
pillar splitting of (1,2),(2,1), full = 0.000000 mHa
ridge splitting of (1,7),(7,1), full = 0.000000 mHa
ridge gap, pair minus (5,5): first order 1.439 mHa, full 1.385 mHa
```
